# Büttiker equations and sum rules for a coherent multiterminal conductor

## Result and conventions

A coherent conductor is joined by leads to reservoirs \(p=1,\dots,N\) at voltages \(V_p\). To first order in the voltages, the current from reservoir \(p\) into the conductor is

\[
I_p=\frac{2e^2}{h}\sum_q T_{pq}\,(V_p-V_q), \tag{1}
\]

with the sum rules

\[
\sum_q T_{pq}=M_p \quad\text{(rows)},\qquad \sum_p T_{pq}=M_q\quad\text{(columns)}. \tag{2}
\]

Here \(T_{pq}\) is the transmission **from lead \(q\) to lead \(p\)**, summed over open modes on both sides. The diagonal element \(T_{pp}\) is the total reflection in lead \(p\), including reflection from one mode into another. \(M_p\) is the number of open modes per spin. The electron charge is \(-e\) with \(e>0\), and \(I_p\) is conventional current.

The derivation assumes static, elastic scattering of independent electrons in a mean field. Spin is conserved and both spins see the same potential, which gives the factor 2. Each reservoir absorbs every electron that reaches it and emits electrons with its own Fermi distribution. All reservoirs have the same temperature. A magnetic field is allowed, so \(T_{pq}\) and \(T_{qp}\) may differ.

## 1. The flow carried by one mode

Far from the conductor each lead is periodic, with cell length \(a\). A mode has Bloch states \(u_k\) and energy \(E(k)=\langle u_k|H(k)|u_k\rangle\), and its velocity operator is \(\hbar^{-1}\partial H/\partial k\). Differentiating the energy gives

\[
\frac{dE}{dk}=\Big\langle u_k\Big|\frac{\partial H}{\partial k}\Big|u_k\Big\rangle
+E\,\frac{d}{dk}\langle u_k|u_k\rangle .
\]

The last term vanishes because the norm is fixed. The mean velocity is therefore \(v=\hbar^{-1}dE/dk\), and a state normalized over length \(L\) carries the particle flow \(v/L\).

There are \(L\,dk/2\pi\) states in \(dk\). With occupation \(f(E)\), the states moving in one direction carry, per spin,

\[
\int \frac{L\,dk}{2\pi}\,\frac{v}{L}\,f
=\int\frac{dk}{2\pi}\,\frac{1}{\hbar}\frac{dE}{dk}\,f
=\frac1h\int f(E)\,dE . \tag{3}
\]

The velocity has cancelled against the density of states. A slow mode has more states per unit energy, and each carries less flow. This is why equations (1) and (2) contain probabilities and mode counts but no lead velocities.

## 2. Scattering matrix and transmission

At energy \(E\), the wave far out in the leads is a sum of incoming modes with amplitudes \(a_n\) and outgoing modes with amplitudes \(b_m\). Each mode function is divided by \(\sqrt{|v|}\), so that unit amplitude means unit flow. Evanescent waves have died out there. The amplitudes are related linearly:

\[
b_m=\sum_n S_{mn}a_n,\qquad
T_{pq}=\sum_{m\in p}\sum_{n\in q}|S_{mn}|^2 . \tag{4}
\]

The total flow in a lead is the sum of the flows of its modes, without interference terms, for the following reason. For two solutions at the same energy, the cross term in the flow through a cut does not depend on where the cut is placed, since their overlap between two cuts is constant in time. Moving the cut by one cell multiplies the cross term of Bloch waves \(k\) and \(k'\) by \(e^{i(k-k')a}\). If this factor is not 1, the cross term must vanish. If two modes share the same \(k\), they are chosen to diagonalize the flow.

The matrix \(S\) is square. Each band \(E(k)\) is periodic in \(k\), so away from band edges it crosses a given energy upward as often as downward. Each lead thus has equal numbers of incoming and outgoing modes, namely \(M_p\) of each.

## 3. Sum rules from unitarity

**Columns.** In a stationary state no probability accumulates in the conductor, so outgoing and incoming flows are equal:

\[
0=\sum_m|b_m|^2-\sum_n|a_n|^2=a^\dagger\,(S^\dagger S-1)\,a .
\]

This holds for every vector \(a\). A Hermitian matrix whose quadratic form vanishes for every vector has zero eigenvalues and is itself zero, so \(S^\dagger S=1\). Its diagonal element for input mode \(n\) is \(\sum_m|S_{mn}|^2=1\). Summing over the \(M_q\) modes of lead \(q\) and grouping the outputs by lead gives

\[
\sum_pT_{pq}=\sum_{n\in q}\sum_m|S_{mn}|^2=\sum_{n\in q}1=M_q .
\]

Everything sent in from lead \(q\) leaves somewhere.

**Rows.** Since \(S\) is finite and square, \(S^\dagger S=1\) implies that \(S\) is invertible with \(S^{-1}=S^\dagger\). Hence \(SS^\dagger=1\) too. Its diagonal element for output mode \(m\) is \(\sum_n|S_{mn}|^2=1\), and summing over the modes of lead \(p\) gives

\[
\sum_qT_{pq}=\sum_{m\in p}\sum_n|S_{mn}|^2=M_p .
\]

If all incoming modes are equally filled, all outgoing modes are filled to the same degree. Neither rule needs time-reversal symmetry. Because the \(T_{pq}\) are not negative, the rules also imply \(0\le T_{pq}\le\min(M_p,M_q)\).

## 4. From flows to the Büttiker equations

Reservoir \(q\) fills the scattering states that enter through lead \(q\) with probability \(f_q(E)\). States fed by different reservoirs have no fixed phase relation, so their flows add. By (3) and (4), the net particle flow from reservoir \(p\) into the conductor is

\[
J_p=\frac2h\int dE\Big[M_pf_p-\sum_qT_{pq}f_q\Big]. \tag{5}
\]

The first term is what reservoir \(p\) emits. The second is what returns to it, including its own reflected electrons through \(q=p\). No factors \(1-f\) appear, because each scattering state is occupied as a whole, together with all its outgoing parts.

Replacing \(M_p\) by \(\sum_qT_{pq}\), which is the row rule, and multiplying by the charge \(-e\) gives

\[
I_p=-\frac{2e}{h}\int dE\sum_qT_{pq}(E)\,(f_p-f_q). \tag{6}
\]

The electrochemical potentials are \(\mu_p=E_F-eV_p\). With \(f_0\) the Fermi function at \(E_F\), the first-order expansion is

\[
f_p\simeq f_0+\Big(-\frac{\partial f_0}{\partial E}\Big)(\mu_p-E_F)
=f_0-e\Big(-\frac{\partial f_0}{\partial E}\Big)V_p ,
\]

so that

\[
f_p-f_q\simeq-e\Big(-\frac{\partial f_0}{\partial E}\Big)(V_p-V_q).
\]

The two minus signs, one from the charge and one from \(\mu_p\), cancel in (6):

\[
I_p=\frac{2e^2}{h}\sum_q\overline{T}_{pq}(V_p-V_q),\qquad
\overline{T}_{pq}=\int dE\Big(-\frac{\partial f_0}{\partial E}\Big)T_{pq}(E). \tag{7}
\]

This is equation (1), with the average understood. At zero temperature the weight is a delta function and \(\overline T_{pq}=T_{pq}(E_F)\). The sum rules survive averaging if \(M_p\) is averaged in the same way.

The voltages also change the potential inside the conductor, and hence \(T_{pq}\). In (6) that change, of first order in the voltages, multiplies \(f_p-f_q\), which is also of first order. It therefore first enters \(I_p\) at second order. At zero temperature and fixed internal potential, each term of the linear law is accurate if \(T_{pq}\) stays close to its value at \(E_F\) throughout the range of the electrochemical potentials. A narrow resonance at \(E_F\) therefore shrinks the usable voltage range.

## 5. The same rules from conservation and gauge invariance

Suppose the linear law is granted in the counting form

\[
I_p=\sum_qG_{pq}V_q,\qquad G_{pq}=\frac{2e^2}{h}\,(M_p\delta_{pq}-T_{pq}). \tag{8}
\]

Two macroscopic facts then fix the sums.

*Current conservation.* In a steady state \(\sum_pI_p=0\) for every choice of voltages. Setting only \(V_q\) different from zero gives \(\sum_pG_{pq}=0\), that is, \(M_q-\sum_pT_{pq}=0\). This is the column rule.

*Gauge invariance.* Raising all voltages by the same \(V\) shifts the zero of energy and cannot change a current. The currents are zero when all voltages are zero, so they are zero when all equal \(V\). Then \(V\sum_qG_{pq}=0\), that is, \(M_p-\sum_qT_{pq}=0\). This is the row rule.

At a given temperature and Fermi level, these arguments constrain the thermally averaged quantities. Unitarity gives the rules directly at each energy. For a general matrix the two rules are independent: with \(M_1=M_2=1\), the rows \((0.5,\,0.5)\) and \((0.2,\,0.8)\) satisfy the row rule, but the columns sum to 0.7 and 1.3. In the scattering theory both rules follow from the one property \(S^\dagger S=1\).

The two rules together also ensure that the power delivered by the reservoirs is not negative:

\[
\sum_pI_pV_p=\frac{2e^2}{h}\Big[\sum_pM_pV_p^2-\sum_{pq}T_{pq}V_pV_q\Big]
=\frac{e^2}{h}\sum_{pq}T_{pq}(V_p-V_q)^2\ge0. \tag{9}
\]

To check the second equality, expand the square. The \(V_p^2\) terms give \(\sum_pM_pV_p^2\) by the row rule, and the \(V_q^2\) terms give the same sum by the column rule.

## 6. Index order and solving for voltages

The column rule allows \(M_p=\sum_qT_{qp}\) in (8), which gives the equivalent form

\[
I_p=\frac{2e^2}{h}\sum_q\,(T_{qp}V_p-T_{pq}V_q).
\]

Here each term is a flow from its source. The difference form (1) must carry \(T_{pq}\), not \(T_{qp}\). Sum rules cannot reveal a swap, because the transposed matrix obeys both of them.

How much asymmetry is possible depends on the number of terminals. For each \(p\), equating the row and column sums removes \(T_{pp}\):

\[
\sum_{q\ne p}T_{pq}=\sum_{q\ne p}T_{qp}.
\]

For two terminals this reads \(T_{12}=T_{21}\), even in a magnetic field. For three terminals, \(p=1\) gives \(T_{12}+T_{13}=T_{21}+T_{31}\), and \(p=2\) gives \(T_{21}+T_{23}=T_{12}+T_{32}\). Therefore

\[
c\equiv T_{12}-T_{21}=T_{23}-T_{32}=T_{31}-T_{13}. \tag{10}
\]

The asymmetry is a single circulating amount.

Field reversal is a separate symmetry. If complex conjugation of the Hamiltonian reverses the flux \(\Phi\), conjugating a scattering state exchanges incoming and outgoing waves, so \(a^*=S(-\Phi)\,b^*\). Inserting \(b^*=S^*(\Phi)\,a^*\) gives \(S(-\Phi)S^*(\Phi)=1\). The inverse of the unitary matrix \(S^*\) is \(S^T\), hence \(S(-\Phi)=S^T(\Phi)\) and \(T_{pq}(-\Phi)=T_{qp}(\Phi)\). Swapping the indices thus amounts to using the wrong sign of the field.

The matrix \(G\) is singular, since its rows sum to zero. To find voltages from given currents, set one voltage to zero and delete its row and column. The reduced matrix is invertible if the transmissions connect all terminals. To see this, suppose a voltage vector gives zero current in all remaining terminals. The left side of (9) is then zero, so \(V_p=V_q\) wherever \(T_{pq}>0\), and every voltage equals the grounded one.

## 7. A voltage probe

Let terminal 3 be an ideal voltmeter, so \(I_3=0\). Equation (1) gives

\[
T_{31}(V_3-V_1)+T_{32}(V_3-V_2)=0
\;\Rightarrow\;
V_3=\frac{T_{31}V_1+T_{32}V_2}{T_{31}+T_{32}} . \tag{11}
\]

The probe reads a weighted mean of the two voltages, with weights set by what arrives from each terminal. If both weights vanish, the probe is disconnected and its voltage is undetermined. Subtracting (11) from \(V_1\),

\[
V_1-V_3=\frac{(T_{31}+T_{32})V_1-T_{31}V_1-T_{32}V_2}{T_{31}+T_{32}}
=\frac{T_{32}}{T_{31}+T_{32}}\,(V_1-V_2).
\]

Inserting this in \(I_1=(2e^2/h)[T_{12}(V_1-V_2)+T_{13}(V_1-V_3)]\) gives \(I_1=G_{\rm eff}(V_1-V_2)\) with

\[
G_{\rm eff}=\frac{2e^2}{h}\Big[T_{12}+\frac{T_{13}T_{32}}{T_{31}+T_{32}}\Big]. \tag{12}
\]

The first term is direct transmission. The second describes electrons that enter the probe and are re-emitted without phase memory.

Flux reversal transposes \(T\). By (10), \(T_{21}=T_{12}-c\), \(T_{31}=T_{13}+c\) and \(T_{23}=T_{32}+c\). The denominator \(D=T_{31}+T_{32}=T_{13}+T_{32}+c\) is unchanged, since \(T_{13}+T_{23}\) has the same value. The bracket in (12) minus its transposed version is

\[
c+\frac{T_{13}T_{32}-(T_{13}+c)(T_{32}+c)}{D}
=c-\frac{c\,(T_{13}+T_{32}+c)}{D}=0 .
\]

So \(G_{\rm eff}\) is even in flux, while \(V_3\) need not be.

## 8. Obtaining \(S\) in a lattice model

The example is a ring of four sites, 0 to 3, with matrix element \(\langle j+1|H|j\rangle=-0.6t\,e^{i\pi/8}\) on each bond (site 4 meaning site 0) and site energies \(0.2t,-0.1t,0.1t,-0.2t\). The four phases add to \(\pi/2\) around the ring, a flux of \(0.25\,h/e\). Lead 1 is a two-leg ladder with rung hopping \(-0.5t\), ending on sites 0 and 1. The loop formed by bond 0–1, the two contacts and the first rung then carries a phase \(\pi/8\) that no gauge change removes, so the share of the phase placed on bond 0–1 is part of the model. How the rest is divided among the other three bonds does not affect the transmissions. Reversing the flux means conjugating all four phases. Leads 2 and 3 are single chains on sites 2 and 3. All other lead and contact hoppings are \(-t\), with \(t=100\) meV, and \(E_F=-0.5t\).

The symmetric and antisymmetric combinations of the ladder legs are independent chains with energy offsets \(\varepsilon=-0.5t\) and \(+0.5t\). Each mode obeys \(E=\varepsilon_m-2t\cos k_m\), with speed \(v_m=(2ta/\hbar)\sin k_m\). At \(E_F\) the ladder modes have \(\cos k=0\) and \(0.5\), hence speeds 2.000 and 1.732 in units of \(ta/\hbar\). Flow normalization therefore matters here.

Measure lengths in units of \(a\), so that \(v_m\) counts cells per unit time and unit amplitude carries unit flow. Count lead cells \(j=1,2,\dots\) away from the ring and write

\[
\psi^m_j=\frac{a_me^{-ik_mj}+b_me^{ik_mj}}{\sqrt{v_m}} .
\]

Let \(\varphi\) be the vector of ring amplitudes, \(H_C\) the ring Hamiltonian and \(w_m\) the unit vector of ring sites to which mode \(m\) couples. The equation at \(j=1\) contains \(-t\,w_m^\dagger\varphi\) where an unbroken chain would have \(-t\psi^m_0\). Matching these, and writing the Schrödinger equation on the ring, gives

\[
w_m^\dagger\varphi=\frac{a_m+b_m}{\sqrt{v_m}},\qquad
(E-H_C)\varphi=-t\sum_mw_m\psi^m_1 . \tag{13}
\]

These linear equations determine \(\varphi\) and \(b\). Setting one \(a_n=1\) and the others to zero yields column \(n\) of \(S\). Unitarity is not imposed, so it serves as a check on the matching and the flow normalization. It does not check the parameters of the model, because any Hermitian \(H_C\), and any lead or contact hopping entered consistently, gives a unitary \(S\).

## 9. Worked example

At zero temperature the program finds

\[
T=\begin{pmatrix}
0.86562&0.52595&0.60843\\
0.62038&0.07032&0.30931\\
0.51400&0.40373&0.08227
\end{pmatrix}.
\]

The first row sums to \(0.86562+0.52595+0.60843=2.00000\), and the first column to \(0.86562+0.62038+0.51400=2.00000\), the two modes of the ladder. The other rows and columns sum to 1. The circulation is \(c=0.52595-0.62038=-0.09443\).

Take \(V_1=100\ \mu\)V, \(V_2=0\), and lead 3 as the probe. Then

\[
V_3=\frac{0.51400}{0.51400+0.40373}\times100\ \mu\text{V}=56.01\ \mu\text{V},
\]

\[
\frac{G_{\rm eff}}{2e^2/h}=0.52595+\frac{0.60843\times0.40373}{0.91773}=0.7936 .
\]

With \(2e^2/h=77.481\ \mu\)S, \(G_{\rm eff}=61.49\ \mu\)S and \(I_1=61.49\ \mu\text{S}\times100\ \mu\text{V}=6.149\) nA. The current \(I_2\) is \(-6.149\) nA. Reversing the flux moves the probe voltage to 66.30 μV and leaves \(G_{\rm eff}\) unchanged.

Using \(T_{qp}\) in place of \(T_{pq}\) at the same voltages gives currents of 6.559, \(-5.827\) and \(-0.732\) nA. They still sum to zero within rounding, but the probe now draws current. A check of current conservation alone would pass this error.

Floating a lead differs from removing it. Without lead 3 the program gives \(T_{12}=T_{21}=0.9462\), compared with 0.7936 for the floating probe.

Equation (6), integrated over the finite bias window at fixed internal potential, differs from the linear \(I_1\) by a relative \(5.6\times10^{-5}\). With all voltages ten times larger the deviation is \(5.6\times10^{-4}\). This is the scaling expected when the leading correction to the current is quadratic in voltage. Only the scaling carries meaning here. \(V_3\) is kept at its linear value, and the change of the internal potential, which enters at the same order, is left out. With the internal potential held fixed, a common shift of all voltages moves the bias window along \(T_{pq}(E)\), so the size of the deviation depends on the chosen zero of voltage and is not the nonlinearity of a real device.

An independent check avoids \(S\): long finite leads are joined to the ring, and the first-order change of one lead's filling with its electrochemical potential is evolved in time with the Schrödinger equation, for each lead in turn. At \(k_BT=0.05t\), the resulting conductance matrix agrees with (8), using averaged transmissions, to within \(3\times10^{-5}\) of \(2e^2/h\). With swapped indices the largest discrepancy is 0.095 of \(2e^2/h\).

## 10. When the sum rules fail

An imaginary site energy \(-i\eta\) is sometimes used to imitate loss. It makes the probability on that site decay at the rate \(2\eta|\varphi_s|^2/\hbar\). In a stationary state with unit input in mode \(n\), flow balance then reads

\[
1-\sum_m|S_{mn}|^2=\frac{2\eta}{\hbar}\,|\varphi_s^{(n)}|^2 ,
\]

so \(S\) is not unitary if the wave reaches the site. For \(\eta=0.2t\) on site 3, the column sums fall short of \(M_q\) by 0.083, 0.065 and 0.257, equal to the absorbed flows. The row sums fall short by 0.099, 0.050 and 0.257. The first two differ from their column counterparts; the third agrees because the absorber and lead 3 share a site. Eliminating \(b\) from (13) gives \(K\varphi=2it\sum_n w_na_n\sin k_n/\sqrt{v_n}\) with \(K=E-H_C+t\sum_mw_mw_m^Te^{ik_m}\), so \(S_{mn}+\delta_{mn}\propto\sqrt{v_mv_n}\,w_m^TK^{-1}w_n\). Flux reversal transposes \(K\), and hence \(S\), even with the absorber, so a row deficit is the column deficit at reversed flux. For lead 3 that deficit is proportional to \(|(K^{-1})_{33}|^2\), which transposition leaves unchanged.

With such a term, step (5) to (6) is not allowed, and (8) would give currents even at equal voltages. A voltage probe also removes phase memory, but on average it returns as many electrons as it absorbs. The full matrix that includes the probe remains unitary, and equations (1) and (2) stay valid.

## Values computed for the example and the checks

```
Hopping energy t: 100 meV; E_F: -0.5 t
Ring hopping: 0.6 t; rung hopping: 0.5 t
Ring site energies 0..3 (t): 0.2 -0.1 0.1 -0.2
Flux: 0.25 h/e
Mode velocities (t a/hbar), lead 1,1,2,3: 2.0000 1.7321 1.9365 1.9365
Flow per mode / (energy window/h): 0.99999
Largest unitarity error: 3.8e-16
T_pq at E_F, row 1: 0.86562  0.52595  0.60843
T_pq at E_F, row 2: 0.62038  0.07032  0.30931
T_pq at E_F, row 3: 0.51400  0.40373  0.08227
Row sums: 2.00000 1.00000 1.00000
Column sums: 2.00000 1.00000 1.00000
Circulation T_12 - T_21: -0.09443
Lead 3 removed: T_12 = 0.94623, T_21 = 0.94623
Absorption strength on site 3: 0.2 t
Column deficits with absorption: 0.08324 0.06538 0.25676
Absorbed flux by input lead: 0.08324 0.06538 0.25676
Row deficits with absorption: 0.09854 0.05009 0.25676
Time evolution: kT = 0.05 t, 200 cells per lead, times 120 to 180 hbar/t
G from time evolution (2e^2/h), row 1: 1.13375  -0.52544  -0.60835
G from time evolution (2e^2/h), row 2: -0.62024  0.92955  -0.30934
G from time evolution (2e^2/h), row 3: -0.51355  -0.40413  0.91766
G from averaged T (2e^2/h), row 1: 1.13377  -0.52543  -0.60834
G from averaged T (2e^2/h), row 2: -0.62023  0.92956  -0.30932
G from averaged T (2e^2/h), row 3: -0.51354  -0.40413  0.91767
Largest difference: 2.8e-05 (2e^2/h)
Largest difference, indices swapped: 0.09481 (2e^2/h)
Evolved G, largest row sum: 4.9e-05, column sum: 3.7e-05 (2e^2/h)
Probe V_3/V_1 at kT: evolved 0.55962, formula 0.55961
2e^2/h: 77.4809 microsiemens
G at zero temperature (microsiemens), row 1: 87.893  -40.751  -47.142
G at zero temperature (microsiemens), row 2: -48.068  72.033  -23.965
G at zero temperature (microsiemens), row 3: -39.825  -31.281  71.107
V_1: 100.0 microvolt; V_2: 0.0 microvolt
V_3: 56.008 microvolt
V_3, flux reversed: 66.297 microvolt
I_1, I_2 (nA): 6.1490 -6.1490
|I_3| below 1e-6 nA: True
Currents with swapped indices (nA): 6.5588 -5.8271 -0.7316
G_eff: 0.79361 (2e^2/h) = 61.490 microsiemens
G_eff, flux reversed: 0.79361 (2e^2/h)
I_1 from finite-bias integral: 6.1487 nA
Relative deviation from linear law: 5.57e-05
Same with all voltages ten times larger: 5.60e-04
```
